# Nitrogen profile and equivalent oxide thickness in oxynitride films: a numerical check

```python
# Result under test: for a film of fixed thickness t and fixed nitrogen dose,
# with local permittivity eps linear in nitrogen density, the equivalent oxide
# thickness EOT = eps_ox * integral(dx/eps) is least for a uniform profile.
# Symbols: v = nitride volume fraction (nitrogen density / that of Si3N4),
# f = its mean, x = distance from gate, lam = decay length of a graded profile.
# Lengths in nm, energies in eV, densities in cm^-3 unless a name says otherwise.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize
from scipy.special import ai_zeros

rng = np.random.default_rng(7)

# Inputs: rough typical values for a plasma-nitrided gate oxide
t, lam, dose = 2.0, 1.0, 3.0e15
eps_ox, eps_nit, eps_si = 3.9, 7.5, 11.7
rho_ox, rho_nit = 2.2, 3.1
mass_si, mass_n, mass_o = 28.085, 14.007, 15.999
formula_ox = rho_ox / (mass_si + 2 * mass_o) * const.N_A
formula_nit = rho_nit / (3 * mass_si + 4 * mass_n) * const.N_A
n_nit = 4 * formula_nit
atoms_ox, atoms_nit = 3 * formula_ox, 7 * formula_nit
f = dose / (n_nit * t * 1e-7)
slope = eps_nit - eps_ox


def linear_law(v):
    return eps_ox + slope * v


def clausius_mossotti_law(v):
    a = (eps_ox - 1) / (eps_ox + 2)
    b = (eps_nit - 1) / (eps_nit + 2)
    p = a + (b - a) * v
    return (1 + 2 * p) / (1 - p)


def atomic_fraction_law(v):
    share = v * atoms_nit / ((1 - v) * atoms_ox + v * atoms_nit)
    return eps_ox + slope * share


def series_law(v):
    return 1 / (1 / eps_ox + (1 / eps_nit - 1 / eps_ox) * v)


def concave_reciprocal_law(v):
    return 1 / (1 / eps_ox + (1 / eps_nit - 1 / eps_ox) * v**2)


v_top = f * t / (lam * (1 - np.exp(-t / lam)))
assert 0 < f < 1 and v_top < 1


def graded(x):
    return v_top * np.exp(-x / lam)


def integrate(function):
    return quad(function, 0, t, epsabs=1e-13, epsrel=1e-12)[0]


def eot_graded(law):
    return eps_ox * integrate(lambda x: 1 / law(graded(x)))


assert abs(integrate(graded) / t - f) < 1e-12
eps_mean = linear_law(f)
eot_uniform = eps_ox * t / eps_mean
eot_exp = eot_graded(linear_law)
eot_layers = t * (1 - f + f * eps_ox / eps_nit)
penalty_exp = eot_exp - eot_uniform
penalty_layers = eot_layers - eot_uniform

# Series formula against minimum field energy in a Legendre basis.
# All basis fields except the constant have zero voltage across the film.
nodes, weights = np.polynomial.legendre.leggauss(80)
x_nodes = (nodes + 1) * t / 2
basis = np.polynomial.legendre.legvander(nodes, 14)
stiff = basis.T @ ((weights * t / 2 * linear_law(graded(x_nodes)))[:, None] * basis)
coef = np.linalg.solve(stiff[1:, 1:], -stiff[1:, 0] / t)
field_coef = np.concatenate(([1 / t], coef))
eot_energy = eps_ox / (field_coef @ stiff @ field_coef)
assert abs(eot_energy - eot_exp) < 1e-8

# Closed form for the exponential profile
c_top = slope * v_top
eot_closed = t + lam * np.log((eps_ox + c_top * np.exp(-t / lam)) / (eps_ox + c_top))
assert abs(eot_closed - eot_exp) < 1e-10

# Exact penalty, its bounds and its small-variation estimate
variance = integrate(lambda x: (linear_law(graded(x)) - eps_mean) ** 2) / t
remainder = eps_ox / eps_mean**2 * integrate(
    lambda x: (linear_law(graded(x)) - eps_mean) ** 2 / linear_law(graded(x)))
assert abs(remainder - penalty_exp) < 1e-10
scale = eps_ox * t * variance / eps_mean**2
penalty_low = scale / linear_law(graded(0))
penalty_high = scale / linear_law(graded(t))
penalty_small = eot_uniform * variance / eps_mean**2
assert penalty_low < penalty_exp < penalty_high
errors = []
for amp in (0.02, 0.01):
    wave = lambda x: linear_law(f + amp * np.cos(np.pi * x / t))
    actual = eps_ox * integrate(lambda x: 1 / wave(x)) - eot_uniform
    estimate = eot_uniform * (slope * amp) ** 2 / 2 / eps_mean**2
    errors.append(abs(actual / estimate - 1))
assert errors[1] < errors[0] < 1e-3

# Random admissible profiles of the same dose, for rising and falling laws
for _ in range(2000):
    u = rng.beta(0.3, 0.3, 40)
    mean = u.mean()
    u = u * f / mean if mean > f else 1 - (1 - u) * (1 - f) / (1 - mean)
    assert abs(u.mean() - f) < 1e-12 and u.min() >= 0 and u.max() <= 1
    value = eps_ox * t * np.mean(1 / linear_law(u))
    assert eot_uniform < value <= eot_layers + 1e-12
    assert np.mean(1 / (eps_nit - slope * u)) > 1 / (eps_nit - slope * f)

# Constrained numerical minimisation knows nothing of the uniform answer
cells = 20
start = rng.random(cells)
search = minimize(lambda u: np.sum(eps_ox / linear_law(u)), start,
                  method="SLSQP", bounds=[(0, 1)] * cells,
                  constraints={"type": "eq", "fun": lambda u: np.sum(u) - cells * f},
                  options={"ftol": 1e-13, "maxiter": 500})
assert search.success
search_deviation = np.max(np.abs(search.x - f))
assert search_deviation < 2e-3
assert abs(search.fun * t / cells - eot_uniform) < 1e-6

# General curvature criterion and the role of the permittivity law
z = sp.symbols("z")
e = sp.Function("e")(z)
criterion = (2 * sp.diff(e, z) ** 2 - e * sp.diff(e, z, 2)) / e**3
assert sp.simplify(sp.diff(1 / e, z, 2) - criterion) == 0
grid_v = np.linspace(0, 1, 201)
for law in (linear_law, clausius_mossotti_law, atomic_fraction_law):
    assert np.all(np.diff(1 / law(grid_v), 2) > 0)
penalty_cm = eot_graded(clausius_mossotti_law) - eps_ox * t / clausius_mossotti_law(f)
penalty_atomic = eot_graded(atomic_fraction_law) - eps_ox * t / atomic_fraction_law(f)
assert penalty_cm > 0 and penalty_atomic > 0
assert abs(eot_graded(series_law) - eps_ox * t / series_law(f)) < 1e-10
assert np.all(np.diff(concave_reciprocal_law(grid_v)) > 0)
eot_concave_uniform = eps_ox * t / concave_reciprocal_law(f)
assert eot_layers < eot_concave_uniform
assert eot_graded(concave_reciprocal_law) < eot_concave_uniform

# Charge at 1 V across the uniform dielectric
volt = 1.0
cap_si = const.epsilon_0 * eps_ox / (eot_uniform * 1e-9)
charge_si = cap_si * volt
sheet = charge_si / const.e * 1e-4

# Inversion centroid: triangular well, two valley ladders, Fermi occupation
kin = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
temperature = 300.0
kt = const.k * temperature / const.e
force = charge_si / (2 * eps_si * const.epsilon_0) * 1e-9
m_long, m_trans = 0.916, 0.19
zeros = -ai_zeros(12)[0]


def well_levels(m_z):
    return zeros * (kin / m_z) ** (1 / 3) * force ** (2 / 3)


levels = np.concatenate((well_levels(m_long), well_levels(m_trans)))
dos = np.repeat([2 * m_trans, 4 * np.sqrt(m_trans * m_long)], len(zeros))
dos = dos / (2 * np.pi * kin) * 1e14


def populations(fermi):
    return dos * kt * np.logaddexp(0, (fermi - levels) / kt)


fermi = brentq(lambda energy: populations(energy).sum() - sheet, -1, 2)
centroid = np.sum(populations(fermi) * 2 * levels / (3 * force)) / sheet
centroid_eot = centroid * eps_ox / eps_si
step = 0.01
depth = np.arange(1, 1500) * step
hop = kin / m_long / step**2
energy0, wave0 = eigh_tridiagonal(2 * hop + force * depth,
                                 -hop * np.ones(len(depth) - 1),
                                 select="i", select_range=(0, 0))
assert abs(energy0[0] / levels[0] - 1) < 1e-3
assert abs(np.sum(wave0[:, 0] ** 2 * depth) / (2 * levels[0] / (3 * force)) - 1) < 1e-3

# Polysilicon depletion width, full-depletion approximation
poly_doping = 1e20
poly_width = sheet / poly_doping * 1e7
poly_eot = poly_width * eps_ox / eps_si

# Direct tunnelling from silicon to gate; barrier linear in v, constant mass
barrier_ox, barrier_nit, m_tunnel = 3.1, 2.1, 0.4
points = 40000
x_mid = (np.arange(points) + 0.5) * t / points


def wkb_exponent(v_from_gate, bias, thickness=t):
    v = v_from_gate[::-1]
    inverse = 1 / linear_law(v)
    drop = bias * (np.cumsum(inverse) - inverse / 2) / inverse.sum()
    barrier = barrier_ox + (barrier_nit - barrier_ox) * v - drop
    assert barrier.min() > 0
    return 2 * np.sqrt(m_tunnel / kin) * np.mean(np.sqrt(barrier)) * thickness


profiles = {"uniform": np.full(points, f), "graded": graded(x_mid),
            "layered": (x_mid < f * t).astype(float)}
zero_bias = {name: wkb_exponent(v, 0.0) for name, v in profiles.items()}
biased = {name: wkb_exponent(v, volt) for name, v in profiles.items()}
assert zero_bias["uniform"] > zero_bias["graded"] > zero_bias["layered"]
oxide_exponent = wkb_exponent(np.zeros(points), volt, eot_uniform)
trapezoid = 2 * np.sqrt(m_tunnel / kin) * eot_uniform * 2 / (3 * volt) * (
    barrier_ox**1.5 - (barrier_ox - volt) ** 1.5)
assert abs(oxide_exponent - trapezoid) < 1e-6

# Largest local fields at 1 V, in MV/cm (1 V/nm = 10 MV/cm)
field_uniform = 10 * volt / t
field_graded = 10 * volt * eps_ox / eot_exp / linear_law(graded(t))
field_layers = 10 * volt / eot_layers
breakdown = 10.0
assert max(field_uniform, field_graded, field_layers) < breakdown

print(f"Film thickness: {t:.1f} nm; nitrogen dose: {dose:.2e} cm^-2")
print(f"Permittivity oxide, nitride, silicon: {eps_ox}, {eps_nit}, {eps_si}")
print(f"Mass density oxide, nitride (rough): {rho_ox}, {rho_nit} g/cm^3")
print(f"Nitrogen density of Si3N4: {n_nit:.3e} cm^-3")
print(f"Mean nitride volume fraction f: {f:.4f}")
print(f"Mean permittivity: {eps_mean:.4f}")
print(f"Graded profile decay length: {lam:.1f} nm")
print(f"Graded profile v at gate, at silicon: {graded(0):.4f}, {graded(t):.4f}")
print(f"Graded permittivity at gate, at silicon: "
      f"{linear_law(graded(0)):.4f}, {linear_law(graded(t)):.4f}")
print(f"EOT uniform: {eot_uniform:.4f} nm")
print(f"EOT graded, quadrature: {eot_exp:.4f} nm")
print(f"EOT graded, closed form: {eot_closed:.4f} nm")
print(f"EOT graded, minimum field energy: {eot_energy:.4f} nm")
print(f"EOT separated layers (maximum): {eot_layers:.4f} nm")
print(f"Nitride, oxide layer thickness: {f*t:.4f}, {(1-f)*t:.4f} nm")
print(f"Capacitance of uniform film: {cap_si*100:.3f} uF/cm^2")
print(f"Penalty graded: {penalty_exp:.5f} nm = {100*penalty_exp/eot_uniform:.2f} %")
print(f"Penalty layers: {penalty_layers:.5f} nm = {100*penalty_layers/eot_uniform:.2f} %")
print(f"Variance of graded permittivity: {variance:.4f}")
print(f"Graded penalty lower, upper bound: {penalty_low:.5f}, {penalty_high:.5f} nm")
print(f"Graded penalty, small-variation estimate: {penalty_small:.5f} nm")
print(f"Numerical minimiser, largest deviation from f: {search_deviation:.1e}")
print(f"Graded penalty, Clausius-Mossotti law: {penalty_cm:.5f} nm")
print(f"Graded penalty, atomic-fraction law: {penalty_atomic:.5f} nm")
print(f"Concave reciprocal law, uniform EOT: {eot_concave_uniform:.4f} nm")
print(f"Voltage across dielectric: {volt:.1f} V; temperature: {temperature:.0f} K")
print(f"Charge: {charge_si*100:.3f} uC/cm^2; electrons: {sheet:.3e} cm^-2")
print(f"Silicon masses long., transv.: {m_long}, {m_trans} electron masses")
print(f"Mean field in inversion layer: {force*10:.3f} MV/cm")
print(f"Lowest level of each ladder: {levels[0]:.4f}, {levels[len(zeros)]:.4f} eV")
print(f"Fermi level, kT: {fermi:.4f}, {kt:.4f} eV")
print(f"Inversion centroid: {centroid:.3f} nm; as EOT: {centroid_eot:.3f} nm")
print(f"Polysilicon doping (rough): {poly_doping:.1e} cm^-3")
print(f"Polysilicon depletion: {poly_width:.3f} nm; as EOT: {poly_eot:.3f} nm")
print(f"Barrier oxide, nitride (rough): {barrier_ox}, {barrier_nit} eV")
print(f"Tunnelling mass (rough): {m_tunnel} electron masses")
for name in profiles:
    print(f"WKB exponent {name}, 0 V and 1 V: {zero_bias[name]:.3f}, {biased[name]:.3f}")
print(f"WKB exponent, pure oxide of equal EOT, 1 V: {oxide_exponent:.3f}")
print(f"Transmission graded/uniform, 1 V: {np.exp(biased['uniform']-biased['graded']):.3f}")
print(f"Transmission layered/uniform, 1 V: {np.exp(biased['uniform']-biased['layered']):.3f}")
print(f"Transmission uniform/pure oxide, 1 V: {np.exp(oxide_exponent-biased['uniform']):.4f}")
print(f"Peak field uniform, graded, layered: {field_uniform:.2f}, "
      f"{field_graded:.2f}, {field_layers:.2f} MV/cm")
print(f"Breakdown field (rough): {breakdown:.0f} MV/cm")
print(f"Nitrogen at silicon, uniform, graded: {f*n_nit:.3e}, {graded(t)*n_nit:.3e} cm^-3")
print("ALL CHECKS PASSED")
```

Output:

```
Film thickness: 2.0 nm; nitrogen dose: 3.00e+15 cm^-2
Permittivity oxide, nitride, silicon: 3.9, 7.5, 11.7
Mass density oxide, nitride (rough): 2.2, 3.1 g/cm^3
Nitrogen density of Si3N4: 5.323e+22 cm^-3
Mean nitride volume fraction f: 0.2818
Mean permittivity: 4.9144
Graded profile decay length: 1.0 nm
Graded profile v at gate, at silicon: 0.6518, 0.0882
Graded permittivity at gate, at silicon: 6.2464, 4.2176
EOT uniform: 1.5872 nm
EOT graded, quadrature: 1.6072 nm
EOT graded, closed form: 1.6072 nm
EOT graded, minimum field energy: 1.6072 nm
EOT separated layers (maximum): 1.7295 nm
Nitride, oxide layer thickness: 0.5636, 1.4364 nm
Capacitance of uniform film: 2.176 uF/cm^2
Penalty graded: 0.02009 nm = 1.27 %
Penalty layers: 0.14232 nm = 8.97 %
Variance of graded permittivity: 0.3221
Graded penalty lower, upper bound: 0.01666, 0.02467 nm
Graded penalty, small-variation estimate: 0.02117 nm
Numerical minimiser, largest deviation from f: 1.3e-07
Graded penalty, Clausius-Mossotti law: 0.00464 nm
Graded penalty, atomic-fraction law: 0.03192 nm
Concave reciprocal law, uniform EOT: 1.9238 nm
Voltage across dielectric: 1.0 V; temperature: 300 K
Charge: 2.176 uC/cm^2; electrons: 1.358e+13 cm^-2
Silicon masses long., transv.: 0.916, 0.19 electron masses
Mean field in inversion layer: 1.050 MV/cm
Lowest level of each ladder: 0.1803, 0.3046 eV
Fermi level, kT: 0.2494, 0.0259 eV
Inversion centroid: 1.282 nm; as EOT: 0.427 nm
Polysilicon doping (rough): 1.0e+20 cm^-3
Polysilicon depletion: 1.358 nm; as EOT: 0.453 nm
Barrier oxide, nitride (rough): 3.1, 2.1 eV
Tunnelling mass (rough): 0.4 electron masses
WKB exponent uniform, 0 V and 1 V: 21.758, 19.695
WKB exponent graded, 0 V and 1 V: 21.749, 19.505
WKB exponent layered, 0 V and 1 V: 21.682, 19.211
WKB exponent, pure oxide of equal EOT, 1 V: 16.559
Transmission graded/uniform, 1 V: 1.209
Transmission layered/uniform, 1 V: 1.622
Transmission uniform/pure oxide, 1 V: 0.0435
Peak field uniform, graded, layered: 5.00, 5.75, 5.78 MV/cm
Breakdown field (rough): 10 MV/cm
Nitrogen at silicon, uniform, graded: 1.500e+22, 4.696e+21 cm^-3
ALL CHECKS PASSED
```
